# Wegner's relation between conductivity and localization-length exponents from one-parameter scaling, part 1

(Sections cited here and not found follow in the second part.)

## From the scaling function to the two exponents

Suppose that a calculation on a disordered conductor has given the localization length on the insulating side of its metal-insulator transition, and that the conductivity on the metallic side is wanted next. One must decide whether the conductivity exponent needs a calculation, or a free fit parameter, of its own, or whether it may be fixed by the exponent already found. The same decision arises when conductivities of a film are extrapolated to zero temperature and fitted against carrier density. In three dimensions Wegner's relation says that the two exponents are equal. Imposing it removes one unknown from the fit, but it also imposes the assumptions behind it. Those assumptions are therefore part of the result.

Consider non-interacting electrons at zero temperature in a disordered medium of $d$ dimensions, with $d>2$. Let $G(L)$ be the typical conductance of a cube of side $L$, that is, the exponential of the disorder average of $\ln G$. A typical value is used because conductances vary widely between samples when the states are localized. Measure it in the unit

$$G_u=\frac{2e^2}{h},\qquad g(L)=\frac{G(L)}{G_u},\qquad x=\ln g .$$

The one-parameter assumption is that the conductance of a cube of side $bL$ depends on the conductance of the cubes of side $L$ from which it is built, and on $b$, but on nothing else. Neither the microscopic length nor the kind of disorder enters separately. Thus $x(bL)=f(b,x(L))$, with $f(1,x)=x$. Differentiating with respect to $\ln b$ at $b=1$ gives

$$\frac{dx}{d\ln L}=\beta(x),\qquad \beta(x)=\left.\frac{\partial f(b,x)}{\partial\ln b}\right|_{b=1}. \tag{1}$$

The scaling function $\beta$ is the local power with which the conductance grows with size. If it is positive, larger cubes conduct better; if it is negative, they conduct worse.

Its two ends are set by the phases. In an ordinary metal a cube has cross-section $L^{d-1}$ and length $L$, so that $G=\sigma L^{d-2}$ and $\beta\to d-2$ at large $g$. In an insulator the typical conductance falls exponentially with size. If $x=-L/\xi_{\rm loc}-c$, with a constant $c$, then $dx/d\ln L=-L/\xi_{\rm loc}=x+c$. Hence $\beta\to x+c$ at small $g$. For $d>2$ the function is positive at one end and negative at the other, and if it is continuous it has a zero.

Four assumptions about its shape are used. They are sufficient, and the last can be weakened. First, there is one zero, $x_c=\ln g_c$, with $\beta$ negative below it and positive above it. Second, $\beta$ is differentiable there with a positive slope, which we write as $1/\nu$:

$$\beta(x_c+y)=\frac{y}{\nu}+R(y),\qquad |R(y)|\le C|y|^{1+a},\quad a>0 . \tag{2}$$

Third, $\beta$ approaches $d-2$ fast enough for the integral of $1-(d-2)/\beta$ up to $x=\infty$ to converge. Fourth, $\beta-(x+c)$ vanishes as $x\to-\infty$; a tail $\beta=x+O(|x|^{\omega})$ with $\omega<1$ would serve equally well. The slope in (2) is taken with respect to $\ln g$. A change in the unit of conductance shifts $x$ and $x_c$ equally and leaves the slope alone, so $\nu$ does not depend on the choice of $G_u$.

Let $L_0$ be a fixed microscopic length from which scaling starts, and let

$$x_0=x(L_0),\qquad \delta=x_0-x_c=\ln\frac{g(L_0)}{g_c}.$$

The quantity changed in an experiment, such as the carrier density $n$, enters through $\delta$. At the scale $L_0$ nothing singular has yet happened, so we take $\delta$ to be a smooth function of $n$ that passes through zero linearly at the critical density $n_c$. A power of $|\delta|$ is then the same power of $|n-n_c|$. The exponents are defined by

$$\sigma\propto\delta^{\,s}\quad(\delta\to0^+),\qquad \xi_{\rm loc}\propto|\delta|^{-\tilde\nu}\quad(\delta\to0^-).$$

It has to be shown that $\tilde\nu=\nu$, the inverse slope in (2), and that $s=(d-2)\nu$.

Start with the linearized flow. For small $y=x-x_c$, equations (1) and (2) give $dy/d\ln L=y/\nu$. Dividing by $y$ and integrating from $L_0$ to $L$,

$$\ln\frac{y(L)}{\delta}=\frac1\nu\ln\frac{L}{L_0},\qquad y(L)=\delta\left(\frac{L}{L_0}\right)^{1/\nu}. \tag{3}$$

The deviation from the critical conductance grows with size and reaches order one at a length of order

$$\Lambda=L_0|\delta|^{-\nu}. \tag{4}$$

Below this length a cube has nearly the critical conductance, and it is hard to tell on which side of the transition it lies. Beyond it the cube shows its phase. On the metallic side, the conductance at $L\sim\Lambda$ is a number of order $g_c$ that does not depend on $\delta$, and growth well beyond $\Lambda$ is Ohmic. Thus $\sigma\sim G_u g_c\Lambda^{2-d}$, which already has the power $\delta^{(d-2)\nu}$.

This estimate contains the physics, but it uses (3) up to the place where (3) fails. It also takes for granted that the later flow contributes a factor without a further power of $\delta$. Both points can be settled by integrating (1) without linearizing it.

For the metal, $\beta>0$ everywhere above $x_c$, so $x$ increases steadily and can serve as the integration variable. Separating (1) gives

$$\ln\frac{L}{L_0}=\int_{x_0}^{x(L)}\frac{dx'}{\beta(x')} . \tag{5}$$

The conductivity is the limit of $G_u\,g(L)L^{2-d}$ at large $L$. Therefore

$$\ln\frac{\sigma L_0^{d-2}}{G_u}=\lim_{L\to\infty}\left[x(L)-(d-2)\ln\frac{L}{L_0}\right].$$

Write $x(L)=x_0+\int_{x_0}^{x(L)}dx'$ and insert (5). The two integrals have the same limits and combine into

$$\ln\frac{\sigma L_0^{d-2}}{G_u}=x_0+\int_{x_0}^{\infty}\left[1-\frac{d-2}{\beta(x')}\right]dx' . \tag{6}$$

The third assumption makes this integral finite. It is the condition that the conductance settles to a constant conductivity times $L^{d-2}$, rather than keeping a slow drift. A correction to $\beta$ proportional to $1/g=e^{-x}$ satisfies it.

Differentiate (6) with respect to its starting point. The first term gives 1, and the lower limit gives minus the integrand at $x_0$:

$$\frac{d\ln\sigma}{dx_0}=1-\left[1-\frac{d-2}{\beta(x_0)}\right]=\frac{d-2}{\beta(x_0)} . \tag{7}$$

This holds at any distance above the zero, not merely near it. It says that the sensitivity of the conductivity to the microscopic conductance is the inverse of the scaling function, times $d-2$.

Now use (2). For small positive $\delta$,

$$\frac1{\beta(x_c+\delta)}=\frac{\nu}{\delta}\,\frac{1}{1+\nu R(\delta)/\delta}=\frac{\nu}{\delta}+O(\delta^{a-1}) .$$

The remainder is integrable at $\delta=0$ because $a>0$. Integrating (7) over $\delta$ therefore gives

$$\ln\sigma=(d-2)\nu\ln\delta+\text{constant}+O(\delta^{a}),\qquad s=(d-2)\nu . \tag{8}$$

The constant can be obtained from (6). Set $x'=x_c+y$, split the integral at $y=1$, and in the lower part add and subtract $(d-2)\nu/y$. The subtracted term contributes

$$-(d-2)\nu\int_\delta^1\frac{dy}{y}=(d-2)\nu\ln\delta ,$$

and the rest has a finite limit as $\delta\to0$. Hence $\sigma\simeq A\,G_uL_0^{2-d}\delta^{(d-2)\nu}$, with

$$\ln A=x_c+\int_0^1\left[1-\frac{d-2}{\beta(x_c+y)}+\frac{(d-2)\nu}{y}\right]dy+\int_1^\infty\left[1-\frac{d-2}{\beta(x_c+y)}\right]dy . \tag{9}$$

The exponent comes from an arbitrarily small neighbourhood of the zero, whereas the amplitude collects the whole flow from the zero to the Ohmic end.

For the insulator, $x$ decreases as $L$ grows and $\beta=-|\beta|$. Separation of (1) now gives

$$\ln\frac{L}{L_0}=\int_{x(L)}^{x_0}\frac{dx'}{|\beta(x')|} . \tag{10}$$

The localization length is defined here by $-\ln g(L)/L\to1/\xi_{\rm loc}$. The conductance goes as the square of the wave-function amplitude, so the decay length of the amplitude, which transfer-matrix calculations usually report, is $2\xi_{\rm loc}$. It has the same exponent and twice the amplitude. Since $\beta\to x+c$, the ratio $|\beta(x)|/(-x)$ tends to 1, and we may equally write $\xi_{\rm loc}=\lim L/|\beta(x(L))|$. Taking the logarithm and inserting (10),

$$\ln\frac{\xi_{\rm loc}}{L_0}=\lim_{x\to-\infty}\left[\int_x^{x_0}\frac{dx'}{|\beta(x')|}-\ln|\beta(x)|\right]. \tag{11}$$

The limit is finite. Far down the integrand differs from $1/|x'+c|$ by an amount smaller than a constant times $1/x'^2$, and the integral of $1/|x'+c|$ grows as $\ln|x+c|$, which the last term cancels.

The starting point appears in (11) as the upper limit alone. Its derivative is

$$\frac{d\ln\xi_{\rm loc}}{dx_0}=\frac1{|\beta(x_0)|}=-\frac1{\beta(x_0)} . \tag{12}$$

Near the zero $\beta=\delta/\nu$ with $\delta<0$, so the right side is $-\nu/\delta$ up to an integrable remainder. Since $d\ln|\delta|/d\delta=1/\delta$ for either sign of $\delta$, integration gives

$$\ln\xi_{\rm loc}=-\nu\ln|\delta|+\text{constant},\qquad \tilde\nu=\nu . \tag{13}$$

Together (8) and (13) are Wegner's relation,

$$s=(d-2)\nu . \tag{14}$$

The amplitude follows as before. With $\xi_{\rm loc}\simeq B L_0|\delta|^{-\nu}$, subtracting $\nu/y$ in (11) between $y=|\delta|$ and $y=1$ leaves

$$\ln B=\int_0^1\left[\frac1{|\beta(x_c-y)|}-\frac{\nu}{y}\right]dy+\lim_{Y\to\infty}\left[\int_1^Y\frac{dy}{|\beta(x_c-y)|}-\ln|\beta(x_c-Y)|\right]. \tag{15}$$

Compare a metal and an insulator at equal distances $|\delta|$ from the zero. The powers of $|\delta|$ and of $L_0$ cancel in the product

$$\frac{\sigma\,\xi_{\rm loc}^{d-2}}{G_u}\longrightarrow A\,B^{d-2}. \tag{16}$$

To leading order this number is fixed by the scaling function and does not contain the microscopic length. It has more content than the exponent relation: both prefactors may be unknown, yet their combination is not free once $\beta$ is given.

There is a short reason why the same $1/\beta$ appears in (7) and (12). The length at which we begin to describe a sample is our choice. By dimensions, $\sigma=G_uL_0^{2-d}S(x_0)$ and $\xi_{\rm loc}=L_0F(x_0)$. Move the starting length along the flow of one given sample. The conductivity and localization length of that sample cannot change, whereas $x_0$ changes by $\beta\,d\ln L_0$. Thus

$$-(d-2)+\beta\frac{d\ln S}{dx_0}=0,\qquad 1+\beta\frac{d\ln F}{dx_0}=0 ,$$

which are (7) and (12) again. The factor $d-2$ is the dimension of the conductivity, counted in inverse lengths when conductance is dimensionless.

The assumptions can now be examined one by one. If the scaling function had a kink at its zero, with inverse slope $\nu_+$ above and $\nu_-$ below, the metal would know of the first and the insulator of the second. We should find $s=(d-2)\nu_+$ and $\tilde\nu=\nu_-$, and (14) would fail as a link between the two phases. Differentiability at the zero is what ties them together.

If the slope vanished there, say $|\beta|=K|y|^m$ with $m>1$ on both sides, then (12) would give

$$\ln\xi_{\rm loc}\simeq\frac{1}{K(m-1)|\delta|^{m-1}},\qquad \ln\sigma\simeq-\frac{d-2}{K(m-1)\delta^{m-1}} .$$

The two quantities would still be tied by $\sigma\propto\xi_{\rm loc}^{-(d-2)}$ at leading order in the logarithm, but neither would follow a power law, and there would be no exponents to compare.

If, instead, the control parameter $p$ enters as $|\delta|\propto|p-p_c|^m$ on both sides, each measured exponent is multiplied by $m$ and the relation survives. It fails if the two sides have different powers.

Near two dimensions the metallic half can be solved in closed form. Put $d=2+\epsilon$ and keep the first correction to Ohm's law, $\beta=\epsilon-\alpha/g$, with $\alpha>0$. Since $dg/d\ln L=g\beta$,

$$\frac{dg}{d\ln L}=\epsilon g-\alpha=\epsilon(g-g_c),\qquad g_c=\frac{\alpha}{\epsilon},$$

$$g(L)=g_c+\left[g(L_0)-g_c\right]\left(\frac{L}{L_0}\right)^\epsilon . \tag{17}$$

Dividing by $L^\epsilon$ and letting $L\to\infty$ gives $\sigma=G_uL_0^{-\epsilon}[g(L_0)-g_c]$, so $s=1$. The slope is $d\beta/d\ln g=\alpha/g$, which equals $\epsilon$ at $g_c$, so $\nu=1/\epsilon$. Their relation is $1=\epsilon(1/\epsilon)$. For small $\epsilon$ the critical conductance is large, which is why an expansion in $1/g$ can reach it. Below the transition (17) brings $g$ to zero at a finite length instead of producing an exponential tail. There the truncated scaling function has left its range of use, and it cannot supply the amplitude $B$.

One-parameter scaling, with a scaling function that has a single zero and is differentiable there with positive slope, gives Wegner's relation $s=(d-2)\nu$, and the scaling function also fixes the amplitudes. It remains to test the relation on an explicit scaling function and on a theory that does not assume one-parameter scaling, and to see what of it could be observed in a film.
